# Peak temperature of an end-cooled filament from the Wiedemann-Franz law: a numerical check

```python
# Result under test: a conductor between two contacts at temperature T0 and
# potentials V and 0, with no charge or heat passing its sides and with
# thermal conductivity kappa = L*sigma*T (Wiedemann-Franz), obeys
#     T^2 = T0^2 + phi*(V - phi)/L,   T_max^2 = T0^2 + V^2/(4 L).
# phi: potential, sigma: electrical conductivity, L: Lorenz number.
# The coupled charge and heat equations are solved numerically and compared.
# Scaled units of the filament solver: length of filament, T0, sqrt(L)*T0 (volts),
# resistivity rho0 at T0 and full cross-section A0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

# Lorenz number: quadrature of the Fermi-window moment against pi^2/3
moment = quad(lambda x: x**2 / (4 * np.cosh(x / 2)**2), -40, 40, points=[0])[0]
norm = quad(lambda x: 1 / (4 * np.cosh(x / 2)**2), -40, 40, points=[0])[0]
first = quad(lambda x: x / (4 * np.cosh(x / 2)**2), -40, 40, points=[0])[0]
assert abs(moment / norm - np.pi**2 / 3) < 1e-7
assert abs(first) < 1e-8
lorenz = np.pi**2 / 3 * (const.k / const.e)**2

# Model parameters (SI)
T0 = 300.0
voltage = 0.3
length = 20e-9
diameter = 10e-9
rho0 = 1e-6
alpha = 1e-3
kappa_lattice = 2.0
side_loss = 1.0
T_switch = 1000.0
area0 = np.pi * diameter**2 / 4
kappa0 = lorenz * T0 / rho0
volt_unit = np.sqrt(lorenz) * T0


def peak_formula(volts):
    return np.sqrt(T0**2 + volts**2 / (4 * lorenz))


def rho_ratio(theta):
    return 1 + alpha * T0 * (theta - 1)


def cylinder(x):
    return np.ones_like(x)


def neck(x):
    return 1 - 0.7 * np.exp(-((x - 0.3) / 0.15)**2)


def uniform(x):
    return np.ones_like(x)


def graded(x):
    return 1 + 2 * x


def solve_filament(volts, area=cylinder, grade=uniform, lattice=0.0, loss=0.0):
    """Unknowns: potential, temperature, heat current; parameter: current."""
    target = volts / volt_unit
    start = target / 6
    x = np.linspace(0, 1, 101)
    y = np.array([start * (1 - x), 1 + start**2 * x * (1 - x) / 2,
                  start**2 * (x - 0.5)])
    p = np.array([start])
    for applied in np.linspace(start, target, 6):
        def rhs(s, state, par):
            theta, heat = state[1], state[2]
            rho = grade(s) * rho_ratio(theta)
            dphi = -par[0] * rho / area(s)
            dtheta = -heat / (area(s) * (theta / rho + lattice))
            dheat = -par[0] * dphi - loss * (theta - 1)
            return np.vstack([dphi, dtheta, dheat])

        def ends(left, right, par):
            return np.array([left[0] - applied, left[1] - 1,
                             right[0], right[1] - 1])

        sol = solve_bvp(rhs, ends, x, y, p=p, tol=1e-7, max_nodes=20000)
        assert sol.success, sol.message
        x, y, p = sol.x, sol.y, sol.p
    x_peak = brentq(lambda s: sol.sol(s)[2], 0, 1)
    at_peak = sol.sol(x_peak)
    return {"x": x_peak, "T": at_peak[1] * T0, "phi": at_peak[0] * volt_unit,
            "i": p[0], "heat_left": -y[2, 0], "heat_right": y[2, -1],
            "phi_all": y[0] * volt_unit, "T_all": y[1] * T0}


print(f"Lorenz number: {lorenz:.4e} V^2/K^2")
print(f"Fermi-window second moment (quadrature): {moment / norm:.6f}")
print(f"Ambient temperature: {T0:.0f} K; applied voltage: {voltage:.2f} V")
print(f"Length: {length * 1e9:.0f} nm; diameter: {diameter * 1e9:.0f} nm")
print(f"Resistivity at ambient: {rho0:.1e} ohm m; coefficient: {alpha:.0e} 1/K")
print(f"Electronic thermal conductivity at ambient: {kappa0:.3f} W/(m K)")
print(f"V^2/(4L): {voltage**2 / (4 * lorenz):.4e} K^2; T0^2: {T0**2:.1e} K^2")
T_peak = peak_formula(voltage)
print(f"Peak temperature, formula: {T_peak:.2f} K")
print(f"Peak thermal energy k_B T: {const.k * T_peak / const.e:.5f} eV")
print(f"High-voltage slope 1/(2 sqrt L): {1 / (2 * np.sqrt(lorenz)):.1f} K/V")
print(f"High-voltage ratio k_B T/(e V): {np.sqrt(3) / (2 * np.pi):.5f}")

# Shape and grading must not matter for the peak, only for the current
amp_unit = volt_unit * area0 / (rho0 * length)
cases = [("cylinder", cylinder, uniform), ("neck", neck, uniform),
         ("graded neck", neck, graded)]
for name, area, grade in cases:
    r = solve_filament(voltage, area, grade)
    assert abs(r["T"] / T_peak - 1) < 1e-4
    assert abs(r["phi"] / voltage - 0.5) < 1e-4
    local = np.sqrt(T0**2 + r["phi_all"] * (voltage - r["phi_all"]) / lorenz)
    assert np.max(np.abs(r["T_all"] / local - 1)) < 1e-3
    power = r["i"] * voltage / volt_unit
    assert abs(r["heat_left"] / power - 0.5) < 1e-4
    assert abs(r["heat_right"] / power - 0.5) < 1e-4
    print(f"{name}: solved peak {r['T']:.2f} K at x/length {r['x']:.3f}, "
          f"potential {r['phi']:.4f} V")
    print(f"{name}: current {r['i'] * amp_unit * 1e3:.4f} mA, "
          f"power {r['i'] * amp_unit * voltage * 1e3:.4f} mW")
    if grade is uniform:
        shape = quad(lambda s: 1 / area(s), 0, 1, points=[0.3])[0]
        drive = quad(lambda f: 1 / rho_ratio(
            np.sqrt(T0**2 + f * (voltage - f) / lorenz) / T0), 0, voltage)[0]
        i_formula = drive / shape / volt_unit
        assert abs(r["i"] / i_formula - 1) < 1e-4
        print(f"{name}: current from potential integral "
              f"{i_formula * amp_unit * 1e3:.4f} mA")

# Voltage series and the voltage that reaches a chosen switching temperature
for volts in (0.05, 0.1, 0.2, 0.4):
    solved = solve_filament(volts)["T"]
    assert abs(solved / peak_formula(volts) - 1) < 1e-4
    print(f"V = {volts:.2f} V: peak formula {peak_formula(volts):.2f} K, "
          f"solved {solved:.2f} K")
V_switch = 2 * np.sqrt(lorenz * (T_switch**2 - T0**2))
T_check = solve_filament(V_switch, neck)["T"]
assert abs(T_check / T_switch - 1) < 1e-4
print(f"Voltage for a peak of {T_switch:.0f} K: {V_switch:.4f} V "
      f"(solved peak {T_check:.2f} K)")


def solve_plane(nx, volts):
    """Finite volumes on a 1 by 1/2 plate with strongly uneven conductivity."""
    ny = nx // 2
    node = np.arange((nx + 1) * ny).reshape(nx + 1, ny)
    tail = np.concatenate([node[:-1].ravel(), node[:, :-1].ravel()])
    head = np.concatenate([node[1:].ravel(), node[:, 1:].ravel()])
    links = np.arange(tail.size)
    ones = np.ones(tail.size)
    diff = coo_matrix((np.concatenate([ones, -ones]),
                       (np.concatenate([links, links]),
                        np.concatenate([tail, head]))),
                      shape=(tail.size, node.size)).tocsr()
    mean = 0.5 * abs(diff)
    x = np.repeat(np.arange(nx + 1) / nx, ny)
    y = np.tile((np.arange(ny) + 0.5) / nx, nx + 1)
    pattern = np.exp(1.5 * np.cos(np.pi * x) * np.cos(2 * np.pi * y) + 0.8 * x)
    fixed = np.concatenate([node[0], node[-1]])
    free = node[1:-1].ravel()

    def solve_linear(conductance, source, boundary):
        matrix = (diff.T @ diags(conductance) @ diff).tocsr()
        full = np.zeros(node.size)
        full[fixed] = boundary
        right = source[free] - (matrix @ full)[free]
        full[free] = spsolve(matrix[free][:, free].tocsc(), right)
        return full

    phi_ends = np.concatenate([np.full(ny, volts), np.zeros(ny)])
    temp = np.full(node.size, T0)
    change = np.inf
    for _ in range(100):
        sigma = pattern / (1 + alpha * (temp - T0))
        g = mean @ sigma
        phi = solve_linear(g, np.zeros(node.size), phi_ends)
        joule = mean.T @ (g * (diff @ phi)**2)
        new = solve_linear(mean @ (lorenz * sigma * temp), joule, T0)
        change = np.max(np.abs(new - temp))
        temp = 0.5 * (temp + new)
        if change < 1e-7:
            break
    assert change < 1e-7
    local = np.sqrt(T0**2 + phi * (volts - phi) / lorenz)
    return temp.max(), np.max(np.abs(temp - local)), np.ptp(phi[node[nx // 2]])


V_plane = 0.1
coarse = solve_plane(40, V_plane)
fine = solve_plane(80, V_plane)
assert abs(fine[0] / peak_formula(V_plane) - 1) < 5e-3
assert fine[1] < 1.0 and coarse[1] / fine[1] > 2.5
print(f"Plate at {V_plane:.2f} V: solved peak {fine[0]:.2f} K, "
      f"formula {peak_formula(V_plane):.2f} K")
print(f"Plate: potential spread across middle column {fine[2]:.4f} V")
print(f"Plate: largest local-law error {coarse[1]:.4f} K on coarse mesh, "
      f"{fine[1]:.4f} K on fine mesh")

# Lattice heat conduction: integral of kappa*rho from T0 to the peak is V^2/8


def heat_integral(top):
    def kappa_rho(T):
        return lorenz * T + kappa_lattice * rho0 * (1 + alpha * (T - T0))
    return quad(kappa_rho, T0, top)[0]


T_lattice = brentq(lambda t: heat_integral(t) - voltage**2 / 8, T0, 2 * T_peak)
solved = solve_filament(voltage, neck, lattice=kappa_lattice / kappa0)["T"]
assert abs(solved / T_lattice - 1) < 1e-4 and solved < T_peak
print(f"Lattice thermal conductivity: {kappa_lattice:.1f} W/(m K)")
print(f"Peak with lattice conduction: integral {T_lattice:.2f} K, "
      f"solved {solved:.2f} K")

# Heat loss through the sides, for two lengths
print(f"Side loss per length: {side_loss:.1f} W/(m K)")
previous = T_peak
for ell in (length, 2 * length):
    ratio = side_loss * ell**2 / (kappa0 * area0)
    lossy = solve_filament(voltage, loss=ratio)["T"]
    assert lossy < previous - 1.0
    previous = lossy
    print(f"Length {ell * 1e9:.0f} nm: loss ratio {ratio:.3f}, "
          f"peak with side loss {lossy:.2f} K")

print("every check passed")
```

Printed output:

```
Lorenz number: 2.4430e-08 V^2/K^2
Fermi-window second moment (quadrature): 3.289868
Ambient temperature: 300 K; applied voltage: 0.30 V
Length: 20 nm; diameter: 10 nm
Resistivity at ambient: 1.0e-06 ohm m; coefficient: 1e-03 1/K
Electronic thermal conductivity at ambient: 7.329 W/(m K)
V^2/(4L): 9.2100e+05 K^2; T0^2: 9.0e+04 K^2
Peak temperature, formula: 1005.48 K
Peak thermal energy k_B T: 0.08665 eV
High-voltage slope 1/(2 sqrt L): 3199.0 K/V
High-voltage ratio k_B T/(e V): 0.27566
cylinder: solved peak 1005.48 K at x/length 0.500, potential 0.1500 V
cylinder: current 0.7902 mA, power 0.2371 mW
cylinder: current from potential integral 0.7902 mA
neck: solved peak 1005.48 K at x/length 0.368, potential 0.1500 V
neck: current 0.5566 mA, power 0.1670 mW
neck: current from potential integral 0.5566 mA
graded neck: solved peak 1005.48 K at x/length 0.468, potential 0.1500 V
graded neck: current 0.2958 mA, power 0.0887 mW
V = 0.05 V: peak formula 339.98 K, solved 339.98 K
V = 0.10 V: peak formula 438.56 K, solved 438.56 K
V = 0.20 V: peak formula 706.63 K, solved 706.63 K
V = 0.40 V: peak formula 1314.28 K, solved 1314.28 K
Voltage for a peak of 1000 K: 0.2982 V (solved peak 1000.00 K)
Plate at 0.10 V: solved peak 438.56 K, formula 438.56 K
Plate: potential spread across middle column 0.0203 V
Plate: largest local-law error 0.0241 K on coarse mesh, 0.0060 K on fine mesh
Lattice thermal conductivity: 2.0 W/(m K)
Peak with lattice conduction: integral 934.90 K, solved 934.90 K
Side loss per length: 1.0 W/(m K)
Length 20 nm: loss ratio 0.695, peak with side loss 984.25 K
Length 40 nm: loss ratio 2.780, peak with side loss 927.02 K
every check passed
```
